# RPA plasmon dispersion through fourth order from Lindhard moments: a numerical check

```python
"""RPA plasmon of the 3D unpolarized electron gas at zero temperature.
Result under test (Hartree atomic units, vF = kF, P = wp^2 = 4 pi n):
  w^2 = P + (3/5) kF^2 q^2 + [1/4 + 12 kF^4/(175 P)] q^4 + O(q^6)
q: wave vector, w: frequency, kF: Fermi wave vector, n: density,
rs: density parameter, eps: dielectric function, delta: pair energy,
edge = q kF + q^2/2: upper edge of the electron-hole pair continuum.
Numerical zeros of eps are compared with the expansion coefficients.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)
X40, W40 = np.polynomial.legendre.leggauss(40)


def gas(rs):
    kF = (9 * np.pi / 4) ** (1 / 3) / rs
    density = 3 / (4 * np.pi * rs**3)
    return kF, density, np.sqrt(4 * np.pi * density)


def pair_edge(q, kF):
    return q * kF + q**2 / 2


def sphere_grid(kF):
    """Radii, direction cosines and weights k^2 dk dcos for k < kF."""
    k = kF * (X40[:, None] + 1) / 2
    cosine = X40[None, :]
    weight = k**2 * (kF / 2) * W40[:, None] * W40[None, :]
    return k, cosine, weight


def eps_definition(q, w, kF):
    """Both Fermi spheres of the defining integral, energies explicit."""
    k, cosine, weight = sphere_grid(kF)
    energy = k**2 / 2
    energy_up = (k**2 + q**2 + 2 * k * q * cosine) / 2
    energy_down = (k**2 + q**2 - 2 * k * q * cosine) / 2
    first = 1 / (w + energy - energy_up)
    second = 1 / (w + energy_down - energy)
    chi0 = np.sum(weight * (first - second)) / (2 * np.pi**2)
    return 1 - 4 * np.pi * chi0 / q**2


def eps_rpa(q, w, kF):
    """Reduced integral over slices of the Fermi sphere normal to q."""
    u = kF * NODES
    delta = q * u + q**2 / 2
    integrand = (kF**2 - u**2) * 2 * delta / ((w - delta) * (w + delta))
    chi0 = kF * np.sum(WEIGHTS * integrand) / (4 * np.pi**2)
    return 1 - 4 * np.pi * chi0 / q**2


def eps_classical(q, w, kF):
    """Collisionless classical gas with the same velocity distribution."""
    plasma_squared = 4 * kF**3 / (3 * np.pi)
    distribution = 0.75 * (1 - NODES**2)
    integral = np.sum(WEIGHTS * distribution / (w - q * kF * NODES) ** 2)
    return 1 - plasma_squared * integral


def plasmon(eps, q, kF, wp, lower):
    return brentq(lambda w: eps(q, w, kF), lower, 10 * wp,
                  xtol=1e-15, rtol=1e-15)


def small_q_coefficients(values, value_at_zero, unit):
    """Coefficients of q^2, q^4, q^6 from values at q^2 = unit * (1..7)."""
    steps = np.arange(1.0, 8.0)
    slopes = (values - value_at_zero) / (unit * steps)
    fit = np.linalg.solve(np.vander(steps, increasing=True), slopes)
    return fit[0], fit[1] / unit, fit[2] / unit**2


def close(a, b, relative):
    return abs(a - b) <= relative * abs(b)


RS = 4.0
kF, density, wp = gas(RS)
P = wp**2

# The reduced integral agrees with the defining one.
for q, w in [(0.1, 0.25), (0.3, 0.4), (0.5, 0.8)]:
    assert close(eps_rpa(q, w, kF), eps_definition(q, w, kF), 1e-10)

# Moments c_j = 2 <delta^(2j+1)> / q^2: formulas and upper bound.
k, cosine, weight = sphere_grid(kF)
for q in (0.1, 0.3, 0.6):
    delta = k * q * cosine + q**2 / 2
    c = [2 * np.sum(weight * delta ** (2 * j + 1)) / np.sum(weight) / q**2
         for j in range(7)]
    assert close(c[0], 1.0, 1e-11)
    assert close(c[1], 0.6 * kF**2 * q**2 + q**4 / 4, 1e-11)
    assert close(c[2], 3 / 7 * kF**4 * q**4 + kF**2 * q**6 / 2
                 + q**8 / 16, 1e-11)
    assert close(c[3], kF**6 * q**6 / 3 + 3 / 4 * kF**4 * q**8
                 + 21 / 80 * kF**2 * q**10 + q**12 / 64, 1e-11)
    for j in range(1, 7):
        assert 0 < c[j] < pair_edge(q, kF) ** (2 * j)
    # The tail after three terms is positive and obeys its bound.
    w = 2.0 * pair_edge(q, kF)
    tail = (1 - eps_rpa(q, w, kF)) * w**2 / P - 1 - c[1] / w**2 - c[2] / w**4
    ratio = (pair_edge(q, kF) / w) ** 2
    assert 0 < tail < ratio**3 / (1 - ratio)

# Above the continuum eps rises with w and stays below 1 - P/w^2.
for q in (0.1, 0.3):
    grid = np.linspace(1.02 * pair_edge(q, kF), 1.5, 300)
    values = np.array([eps_rpa(q, w, kF) for w in grid])
    assert np.all(np.diff(values) > 0)
    assert np.all(values < 1 - P / grid**2)

# Variance of u^2 under the normalized weight -u F'(u), F = 3(1-u^2)/4.
velocity_weight = WEIGHTS * (-NODES) * (-1.5 * NODES)
mean_u2 = np.sum(velocity_weight * NODES**2)
variance_u2 = np.sum(velocity_weight * (NODES**2 - mean_u2) ** 2)
assert close(np.sum(velocity_weight), 1.0, 1e-12)
assert close(mean_u2, 3 / 5, 1e-12)
assert close(variance_u2, 12 / 175, 1e-12)

# Coefficients extracted from numerical zeros at three densities.
extracted = {}
for rs in (2.0, 4.0, 8.0):
    kf, _, plasma = gas(rs)
    p2 = plasma**2
    unit = 0.01 * p2 / kf**2
    wave_vectors = np.sqrt(unit * np.arange(1, 8))
    roots = np.array([plasmon(eps_rpa, q, kf, plasma, pair_edge(q, kf))
                      for q in wave_vectors])
    classical = np.array([plasmon(eps_classical, q, kf, plasma, q * kf)
                          for q in wave_vectors])
    a, b, g = small_q_coefficients(roots**2, p2, unit)
    a_cl, b_cl, _ = small_q_coefficients(classical**2, p2, unit)
    a_w, b_w, _ = small_q_coefficients(roots, plasma, unit)
    velocity_part = 12 * kf**4 / (175 * p2)
    assert close(a, 0.6 * kf**2, 1e-6)
    assert close(b, 0.25 + velocity_part, 1e-4)
    assert close(g, kf**2 / (5 * p2) - 16 * kf**6 / (2625 * p2**2), 1e-2)
    assert close(a_cl, 0.6 * kf**2, 1e-6)
    assert close(b_cl, velocity_part, 1e-3)
    assert close(a_w, 0.3 * kf**2 / plasma, 1e-6)
    assert close(b_w, 1 / (8 * plasma) - 3 * kf**4 / (280 * plasma**3), 1e-4)
    extracted[rs] = (a, b, g, b_cl, 0.25 + velocity_part)

# Worked example at rs = 4.
quadratic = 0.6 * kF**2
velocity_part = 12 * kF**4 / (175 * P)
quartic = 0.25 + velocity_part
sextic = kF**2 / (5 * P) - 16 * kF**6 / (2625 * P**2)
q_c = brentq(lambda q: eps_rpa(q, pair_edge(q, kF), kF), 0.5 * kF, 1.5 * kF)
assert eps_rpa(0.99 * q_c, pair_edge(0.99 * q_c, kF), kF) < 0
assert eps_rpa(1.01 * q_c, pair_edge(1.01 * q_c, kF), kF) > 0

print(f"density parameter rs = {RS:.1f} bohr")
print(f"density n = {density:.6e} bohr^-3")
print(f"Fermi wave vector kF = {kF:.6f} bohr^-1")
print(f"wp^2 = {P:.6f} hartree^2")
print(f"plasma energy = {wp:.6f} hartree = {wp * HARTREE_EV:.4f} eV")
print(f"mean of u^2 = {mean_u2:.6f}, variance = {variance_u2:.6f} (no unit)")
print("Coefficients of w^2 at rs = 4 (atomic units):")
print(f"  q^2, formula: {quadratic:.6f}")
print(f"  q^2, from numerical roots: {extracted[RS][0]:.6f}")
print(f"  q^4, recoil part: {0.25:.6f}")
print(f"  q^4, velocity part: {velocity_part:.6f}")
print(f"  q^4, total formula: {quartic:.6f}")
print(f"  q^4, from numerical roots: {extracted[RS][1]:.6f}")
print(f"  q^4, from classical roots: {extracted[RS][3]:.6f}")
print(f"  q^6, formula: {sextic:.4f}")
print(f"  q^6, from numerical roots: {extracted[RS][2]:.4f}")
print("Coefficients of w at rs = 4 (atomic units):")
print(f"  q^2: {0.3 * kF**2 / wp:.6f}")
print(f"  q^4: {1 / (8 * wp) - 3 * kF**4 / (280 * wp**3):.6f}")
print("Total q^4 coefficient of w^2 (atomic units), formula and roots:")
for rs in (2.0, 8.0):
    print(f"  rs = {rs:.0f}: {extracted[rs][4]:.6f}, {extracted[rs][1]:.6f}")
print(f"plasmon meets continuum at q = {q_c / kF:.4f} kF"
      f" = {q_c:.4f} bohr^-1")
print(f"energy there = {pair_edge(q_c, kF) * HARTREE_EV:.4f} eV")
print("Plasmon energies in eV at rs = 4:")
print("  q/kF  pair edge  full RPA  q^2 only  q^2+recoil  full q^4")
for fraction in (0.2, 0.4, 0.6, 0.8):
    q = fraction * kF
    edge = pair_edge(q, kF)
    exact = plasmon(eps_rpa, q, kF, wp, edge)
    only_q2 = np.sqrt(P + quadratic * q**2)
    recoil = np.sqrt(P + quadratic * q**2 + q**4 / 4)
    full_q4 = np.sqrt(P + quadratic * q**2 + quartic * q**4)
    assert exact > wp and exact > edge
    if fraction < 0.5:
        assert abs(full_q4 - exact) < abs(recoil - exact)
        assert abs(recoil - exact) < abs(only_q2 - exact)
    row = np.array([edge, exact, only_q2, recoil, full_q4]) * HARTREE_EV
    print(f"  {fraction:.1f}   {row[0]:.4f}     {row[1]:.4f}    {row[2]:.4f}"
          f"    {row[3]:.4f}      {row[4]:.4f}")
    if fraction == 0.4:
        miss = (exact - full_q4) * HARTREE_EV * 1000
        estimate = sextic * q**6 / (2 * full_q4) * HARTREE_EV * 1000
print(f"full RPA minus full q^4 at 0.4 kF = {miss:.2f} meV")
print(f"estimate of it from the q^6 term = {estimate:.2f} meV")
print("all good")
```

It prints:

```
density parameter rs = 4.0 bohr
density n = 3.730194e-03 bohr^-3
Fermi wave vector kF = 0.479790 bohr^-1
wp^2 = 0.046875 hartree^2
plasma energy = 0.216506 hartree = 5.8914 eV
mean of u^2 = 0.600000, variance = 0.068571 (no unit)
Coefficients of w^2 at rs = 4 (atomic units):
  q^2, formula: 0.138119
  q^2, from numerical roots: 0.138119
  q^4, recoil part: 0.250000
  q^4, velocity part: 0.077518
  q^4, total formula: 0.327518
  q^4, from numerical roots: 0.327518
  q^4, from classical roots: 0.077518
  q^6, formula: 0.9483
  q^6, from numerical roots: 0.9483
Coefficients of w at rs = 4 (atomic units):
  q^2: 0.318972
  q^4: 0.521406
Total q^4 coefficient of w^2 (atomic units), formula and roots:
  rs = 2: 0.405037, 0.405037
  rs = 8: 0.288759, 0.288759
plasmon meets continuum at q = 0.9454 kF = 0.4536 bohr^-1
energy there = 8.7211 eV
Plasmon energies in eV at rs = 4:
  q/kF  pair edge  full RPA  q^2 only  q^2+recoil  full q^4
  0.2   1.3781     5.9726    5.9708    5.9721      5.9725
  0.4   3.0067     6.2324    6.2029    6.2231      6.2294
  0.6   4.8859     6.7316    6.5715    6.6675      6.6970
  0.8   7.0157     7.6180    7.0552    7.3345      7.4189
full RPA minus full q^4 at 0.4 kF = 3.01 meV
estimate of it from the q^6 term = 2.82 meV
all good
```
